# Brouwer slopes for doubly ionised oxygen vacancies

## Problem

An oxide crystal is held at a fixed temperature $T$ in a gas whose O₂ partial pressure is $P$, long enough for the crystal and the gas to reach equilibrium. Oxygen can leave the crystal, and each missing oxygen atom leaves a vacancy of charge $+2e$. The crystal may also contain acceptors of density $A$, each carrying charge $-e$. They cannot move, and their number and charge do not depend on $P$. Densities of vacancies, conduction electrons and holes are called $V$, $n$ and $p$.

Treat the gas as ideal, the vacancies as dilute and non-interacting, and the carriers as non-degenerate. Neglect vacancies in other charge states until part (e).

(a) Find how $V$ depends on $n$ and $P$.

(b) Find the power of $P$ with which $n$ varies in two cases: an undoped crystal with negligible holes, and a crystal in which the acceptor fixes the vacancy density.

(c) Find the local slope $s=d\ln n/d\ln P$ for any mixture of the charged species. At what pressure does a doped crystal pass from one regime to the other?

(d) Evaluate the results for a model oxide with $T=1200$ K, band gap $E_g=3.0$ eV, electron and hole masses equal to the free-electron mass, and $N_s=5.0\times10^{22}$ oxygen sites per cm³. The formation free energy of the vacancy is $g_0=4.5$ eV when the Fermi level lies at the conduction-band edge and $P=P_0=1$ bar. Take $A=0$ and $A=1.0\times10^{17}$ cm⁻³.

(e) Does the acceptor-controlled law fail when holes outnumber electrons? Does its exponent, if measured, prove that an acceptor is in control?

## Solution

### (a) From formation energy to mass action

Measure the Fermi level $E_F$ from the conduction-band edge, so that $E_F<0$ in the gap. To form a vacancy of charge $+2e$, a neutral oxygen atom is moved from the crystal to the gas, and the two electrons left behind are moved to the electron reservoir at energy $E_F$. The formation free energy therefore contains $+\mu_{\rm O}$ for the atom and $+2E_F$ for the electrons.

In equilibrium two oxygen atoms can be exchanged for one molecule, so $\mu_{\rm O}=\tfrac12\mu_{{\rm O}_2}$. Throughout, $P$ is the partial pressure of O₂ molecules, not the total pressure; in an ideal mixture $\mu_{{\rm O}_2}$ is that of the pure molecular gas at pressure $P$. The distinction matters: at 1200 K pure oxygen is mostly dissociated into atoms below about $10^{-15}$ bar, and such low O₂ pressures are set in practice by buffer mixtures such as CO/CO₂. At constant temperature, the chemical potential of a gas changes by the volume per molecule times the pressure change. For an ideal gas that volume is $kT/P$, hence

$$
d\mu_{{\rm O}_2}=\frac{kT}{P}\,dP
\quad\Rightarrow\quad
\mu_{\rm O}(P)=\mu_{\rm O}(P_0)+\frac{kT}{2}\ln r,
\qquad r=\frac{P}{P_0}.
$$

All terms that depend on neither $E_F$ nor $P$ are collected in $g_0$:

$$
g=g_0+2E_F+\frac{kT}{2}\ln r .
$$

This $g$ leaves out the entropy of choosing which sites are vacant. That entropy enters through the site statistics. Each site is either occupied, with relative weight 1, or vacant, with relative weight $e^{-g/kT}$. Since the sites are independent,

$$
\frac{V}{N_s-V}=e^{-g/kT},
\qquad\text{so}\qquad
V\simeq N_s e^{-g/kT}\quad (V\ll N_s).
$$

The electrons provide a second relation between a density and $E_F$. For a parabolic band of mass $m$, including spin, the density of states is $(2m/\hbar^2)^{3/2}\sqrt{E}/(2\pi^2)$. Non-degenerate electrons occupy a state with probability $e^{-(E-E_F)/kT}$. With $x=E/kT$,

$$
n=\frac{1}{2\pi^2}\left(\frac{2mkT}{\hbar^2}\right)^{3/2}
e^{E_F/kT}\int_0^\infty\!\sqrt{x}\,e^{-x}dx .
$$

The integral is $\sqrt\pi/2$, which gives

$$
n=N_c e^{E_F/kT},\qquad
N_c=2\left(\frac{mkT}{2\pi\hbar^2}\right)^{3/2}.
$$

The valence-band edge lies at $-E_g$. The same calculation for holes gives $p=N_c e^{-(E_F+E_g)/kT}$, with the same prefactor because the masses are equal. In the product $np$ the Fermi level cancels:

$$
np=K_i,\qquad K_i=N_c^2e^{-E_g/kT}.
$$

Now eliminate $E_F$ from the vacancy density. The electron relation gives $e^{-2E_F/kT}=(N_c/n)^2$, and the pressure term gives $e^{-\frac12\ln r}=r^{-1/2}$. Thus

$$
V=N_s e^{-g_0/kT}\left(\frac{N_c}{n}\right)^2 r^{-1/2},
$$

or

$$
\boxed{V n^2=K r^{-1/2}},\qquad K=N_sN_c^2e^{-g_0/kT}.
$$

The power $-\tfrac12$ arises because one vacancy releases half a molecule. The square of $n$ arises because it releases two electrons.

### (b) Neutrality selects the exponent

Mass action does not determine $n(P)$ alone, because $V$ may change as well. The missing condition is that the crystal is neutral. Equating positive and negative charge densities gives

$$
2V+p=n+A .
$$

**Undoped crystal.** Here $A=0$, and holes are neglected, so $n=2V$: the vacancies are compensated by the electrons they released. The balance is between electrons and vacancies, not between electrons and holes. Inserting $V=n/2$ into mass action gives

$$
\frac{n^3}{2}=K r^{-1/2}
\quad\Rightarrow\quad
\boxed{n=(2K)^{1/3}\,r^{-1/6}} .
$$

Lowering the pressure raises both factors of $Vn^2$. The product grows as $r^{-1/2}$, and three equal powers of $n$ share that growth.

**Acceptor-controlled crystal.** If $n$ and $p$ are both much smaller than $A$, neutrality reduces to $2V=A$. The vacancy density is then fixed at $V=A/2$, and

$$
\frac{A}{2}n^2=K r^{-1/2}
\quad\Rightarrow\quad
\boxed{n=\left(\frac{2K}{A}\right)^{1/2}r^{-1/4}} .
$$

Now $V$ cannot share the growth, so $n^2$ takes all of it and the dependence on pressure is steeper. The electron density is nevertheless lower than in the undoped crystal at the same pressure, because the acceptor demands more vacancies, and mass action then requires fewer electrons.

Both laws are limits of one equation. Without holes, $V=(n+A)/2$, so

$$
n^2(n+A)=2K r^{-1/2}.
$$

The left side increases steadily with $n$ for $n>0$, so there is one positive solution. For $n\gg A$ the bracket becomes $n$ and the first law follows. For $n\ll A$ it becomes $A$ and the second follows.

### (c) Local slope and crossover

Holes can be restored without solving for $n$. Take logarithmic derivatives with respect to $P$ at fixed $T$. By definition $d\ln n/d\ln P=s$. Mass action and $np=K_i$ give

$$
\frac{d\ln V}{d\ln P}=-\frac12-2s,\qquad
\frac{d\ln p}{d\ln P}=-s .
$$

The derivative of a density is the density times its logarithmic derivative. Differentiating $n+A=2V+p$ with $A$ constant therefore gives

$$
ns=2V\left(-\frac12-2s\right)-ps
=-V-4Vs-ps .
$$

Collecting the terms in $s$ on the left,

$$
\boxed{s=-\frac{V}{n+p+4V}} .
$$

For $n=2V$ and negligible $p$ this is $-V/(6V)=-1/6$. For $V\gg n,p$ it is $-V/(4V)=-1/4$.

A natural crossover point for the doped crystal is $n=A$. With holes negligible, neutrality gives $2V=2A$, so $V=A$ too. Mass action becomes $A^3=K r^{-1/2}$, and the pressure is

$$
P^*=P_0\left(\frac{K}{A^3}\right)^2 .
$$

The slope there is $-A/(A+4A)=-1/5$. Since $s$ is negative, $n$ falls as $P$ rises. The $-1/6$ regime therefore lies below $P^*$ and the $-1/4$ regime above it, up to the pressure at which $p$ is no longer small compared with $A$ (see part (e)). Because $P^*\propto A^{-6}$, doubling the acceptor density lowers the crossover pressure by a factor of 64.

### (d) Numbers for the model oxide

At 1200 K, $kT=0.10341$ eV and $N_c=2.0075\times10^{20}$ cm⁻³. The reduction constant is

$$
K=(5.0\times10^{22})(2.0075\times10^{20})^2e^{-4.5/0.10341}
\simeq2.54\times10^{44}\ {\rm cm^{-9}} .
$$

For the undoped crystal at $10^{-10}$ bar, $r^{-1/2}=10^5$, so

$$
n=(2\times2.5417\times10^{44}\times10^5)^{1/3}
=3.70\times10^{16}\ {\rm cm^{-3}} .
$$

For the doped crystal at $10^{-2}$ bar, $r^{-1/2}=10$, so

$$
n=\left(\frac{2\times2.5417\times10^{44}}{10^{17}}\times10\right)^{1/2}
=2.25\times10^{14}\ {\rm cm^{-3}} .
$$

The crossover pressure is

$$
P^*=\left(\frac{2.5417\times10^{44}}{10^{51}}\right)^2{\rm bar}
=6.5\times10^{-14}\ {\rm bar}.
$$

The numerical check checks these laws against a solution that uses Fermi–Dirac occupation and the full site statistics, and finds $E_F$ from neutrality. Part of that solution is shown here, with densities in cm⁻³:

| $P$ (bar) | $n$, undoped | $s$ | $n$, doped | $s$ |
|---|---|---|---|---|
| $10^{-22}$ | $3.69\times10^{18}$ | −0.1659 | $3.66\times10^{18}$ | −0.1674 |
| $10^{-14}$ | $1.72\times10^{17}$ | −0.1666 | $1.44\times10^{17}$ | −0.1930 |
| $10^{-10}$ | $3.70\times10^{16}$ | −0.1667 | $2.05\times10^{16}$ | −0.2304 |
| $10^{-2}$ | $1.72\times10^{15}$ | −0.1663 | $2.25\times10^{14}$ | −0.2497 |
| $1$ | $8.02\times10^{14}$ | −0.1649 | $7.13\times10^{13}$ | −0.2497 |

The doped crystal changes regime gradually. At $10^{-10}$ bar, more than three decades above $P^*$, the electron density is still 0.205 of $A$. Neglecting holes, we can put $V=(n+A)/2$ into the slope formula:

$$
s=-\frac{n+A}{2(3n+2A)}
=-\frac{1.205}{2(0.615+2)}=-0.230 ,
$$

in agreement with the table. A straight line fitted through such a region would give an exponent between the two limiting values, with no new defect involved.

The small departures from $-1/6$ at the two ends of the undoped column have different causes. At 1 bar, holes are no longer quite negligible: $p=1.26\times10^{13}$ cm⁻³ and $V=3.95\times10^{14}$ cm⁻³. The slope formula then gives

$$
s=-\frac{3.95}{8.02+0.13+4(3.95)}=-0.165 .
$$

At $10^{-22}$ bar the electrons are slightly degenerate, with $n/N_c=0.018$. Let $z=e^{E_F/kT}$. Expanding the Fermi function to second order in $z$ gives $ze^{-x}-z^2e^{-2x}$. Integrated with $\sqrt{x}$, the second exponential contributes a factor $2^{-3/2}$ relative to the first, so

$$
n\simeq N_cz(1-2^{-3/2}z),\qquad
\frac{d\ln n}{d\ln z}\simeq1-\delta,\quad \delta=2^{-3/2}z .
$$

The vacancy density still varies as $z^{-2}r^{-1/2}$. With $n=2V$, this means $s=-\tfrac12-2s/(1-\delta)$, and therefore

$$
s=-\frac{1-\delta}{2(3-\delta)}
\simeq-\frac16\left(1-\frac{2\delta}{3}\right).
$$

To leading order $z=n/N_c$, so $\delta\simeq0.0065$ and $s\simeq-0.1659$, as in the table.

The exponents also say how the Fermi level moves. Since $E_F=kT\ln(n/N_c)$, a tenfold rise in pressure changes it by $s\,kT\ln10$, provided $s$ is nearly constant over that decade. This is $-0.040$ eV for $s=-1/6$ and $-0.060$ eV for $s=-1/4$. In the full solution for the undoped crystal, $E_F$ falls from $-0.8891$ eV at $10^{-10}$ bar to $-1.0478$ eV at $10^{-6}$ bar, which is 0.040 eV per decade.

### (e) What the exponent does and does not show

**More holes than electrons.** The derivation of the $-1/4$ law required $n$ and $p$ to be small compared with $A$. It did not require $p<n$. In the doped crystal at 1 bar, $p=1.42\times10^{14}$ cm⁻³ is about twice $n$, yet it is only 0.14% of $A$. The vacancies still compensate the acceptor, and the computed slope is $-0.2497$. Since $p=K_i/n$, the hole density rises as $r^{1/4}$ in this regime.

The law does fail when holes take over the compensation. Neutrality then becomes $p\simeq A$, so

$$
n=\frac{K_i}{A},
$$

which is independent of pressure. Mass action gives $V=K(A/K_i)^2r^{-1/2}$: the vacancies still respond to the gas, but they are too few to influence the charge balance.

A smaller gap brings this regime within reach. With $E_g=2.0$ eV, and $g_0$, $A$ and the other parameters unchanged, the full solution at 1 bar has $p/A=1.014$ and $s=-0.001$.

**Singly charged vacancies.** Suppose a vacancy can bind one electron in a level at energy $\varepsilon$ below the conduction-band edge. Its charge is then $+e$; let the density of such vacancies be $V_1$. Moving an electron from the reservoir at $E_F$ to the level at $-\varepsilon$ costs $-\varepsilon-E_F$, and the bound electron has two spin states. Hence

$$
\frac{V_1}{V}=2e^{(E_F+\varepsilon)/kT}
=\frac{2n}{N_c}e^{\varepsilon/kT}.
$$

Multiplying by $Vn$ and using mass action for $Vn^2$,

$$
V_1n=\frac{2K}{N_c}e^{\varepsilon/kT}\,r^{-1/2}.
$$

If these vacancies dominate in an undoped crystal with negligible holes, neutrality is $n=V_1$. The left side becomes $n^2$, so $n\propto r^{-1/4}$ without any acceptor.

For $\varepsilon=1.5$ eV, the full solution for the undoped crystal at $10^{-10}$ bar gives $V_1/V=1.4\times10^4$ and $s=-0.2498$. A measured exponent of $-1/4$ therefore does not prove that an acceptor is in control. Varying the doping can separate the two explanations: at fixed pressure, the acceptor-controlled law predicts $n\propto A^{-1/2}$, whereas the singly charged regime has no dependence on $A$ as long as $A\ll n$.

The ratio $V_1/V$ also states when the neglect of singly charged vacancies in parts (a) to (d) is justified:

$$
\frac{2n}{N_c}e^{\varepsilon/kT}\ll1 .
$$

The condition is hardest to meet at low pressure, where $n$ is large. For the undoped crystal at $10^{-22}$ bar, the left side, evaluated with the $n$ of part (d), reaches 1 at $\varepsilon=kT\ln[1/(2\times0.0184)]\simeq0.34$ eV, so the level must be well shallower than that. Even a level at the band edge gives $V_1/V=0.037$ there. With $n=2V+V_1$ the slope is $s\simeq-\frac16\left(1+\frac{V_1}{6V}\right)$, a shift of $-0.001$, larger than the degeneracy correction of part (d) and opposite in sign; the last digit of that table entry belongs to the model without a bound level. In the doped crystal $n$ is almost the same at that pressure, so the depth is again 0.34 eV, whereas at $10^{-2}$ bar it is about 1.35 eV. The same vacancy may thus count as doubly ionised at high pressure and not at low pressure. Neutral vacancies, with two bound electrons, carry no charge and do not enter the neutrality condition. As long as vacancies are dilute they change neither $n$ nor $V$; they add only to the total number of vacant sites.

## Computed values

```
temperature = 1200 K, kT = 0.10341 eV
band gap = 3.0 eV, g0 = 4.5 eV
oxygen site density = 5.0e+22 cm^-3
acceptor density A = 1.0e+17 cm^-3
band density Nc = 2.0075e+20 cm^-3
reduction constant K = 2.5417e+44 cm^-9
np product Ki = 1.0136e+28 cm^-6
crossover pressure P* = 6.460e-14 bar
undoped: P/bar, EF/eV, n, p, V (all cm^-3), slope
 1e-22 -0.4126 3.688e+18 2.730e+09 1.844e+18 -0.1659
 1e-18 -0.5716 7.973e+17 1.269e+10 3.987e+17 -0.1665
 1e-14 -0.7303 1.719e+17 5.895e+10 8.595e+16 -0.1666
 1e-10 -0.8891 3.704e+16 2.736e+11 1.852e+16 -0.1667
 1e-06 -1.0478 7.981e+15 1.270e+12 3.990e+15 -0.1666
 1e-02 -1.2064 1.721e+15 5.888e+12 8.578e+14 -0.1663
 1e+00 -1.2854 8.023e+14 1.263e+13 3.948e+14 -0.1649
acceptor-doped: P/bar, EF/eV, n, p, V (all cm^-3), slope
 1e-22 -0.4136 3.655e+18 2.755e+09 1.878e+18 -0.1674
 1e-18 -0.5758 7.654e+17 1.323e+10 4.327e+17 -0.1732
 1e-14 -0.7485 1.442e+17 7.026e+10 1.221e+17 -0.1930
 1e-10 -0.9501 2.054e+16 4.936e+11 6.027e+16 -0.2304
 1e-06 -1.1797 2.230e+15 4.545e+12 5.111e+16 -0.2473
 1e-02 -1.4167 2.253e+14 4.500e+13 5.009e+16 -0.2497
 1e+00 -1.5356 7.132e+13 1.421e+14 4.996e+16 -0.2497
largest n/Nc in tables = 0.0184
largest vacancy site fraction = 3.76e-05
undoped, 1e-10 bar: n by -1/6 law = 3.7044e+16 cm^-3
  n by full solution = 3.7043e+16 cm^-3
doped, 1e-02 bar: n by -1/4 law = 2.2546e+14 cm^-3
  n by full solution = 2.2526e+14 cm^-3
n gain for tenfold lower P, undoped = 1.4678
n gain for tenfold lower P, doped = 1.7766
at P*: n/A = 0.9999, V/A = 0.9999, slope = -0.2000
doped, 1 bar: p/n = 1.993, slope = -0.2497
gap 2.0 eV, doped, 1 bar: p/A = 1.0138, slope = -0.00098
level 1.5 eV deep, undoped, 1e-10 bar:
  V(+1)/V(+2) = 1.413e+04, slope = -0.2498
```
